# Effective-field weights: why one-half does not guarantee a universal mobility curve

**Q:** I plot channel mobility against the effective field, the depletion charge plus half the inversion charge, divided by the permittivity. The half comes from Gauss's law, which does not distinguish electrons from holes. So the same half must bring hole curves for different dopings and body biases together. Yet silicon hole data are often fitted better with one-third. Surely that is a defect of the data?

**A:** Let us first see what Gauss's law proves. Let $z$ run from the interface into the body. Let $V(z)$ be the potential energy of the carrier, electron or hole, so that $V'>0$ pushes it towards the interface. I use atomic units, a uniform relative permittivity $\kappa$, and $c=4\pi/\kappa$. The depletion and inversion densities per area are $N_d$ and $N_i$, and $n(z)$ is the inversion profile normalized to one.

With no field deep in the body, the field at $z$ comes from the charge deeper than $z$. If the depletion charge lies beyond the inversion layer,

$$V'(z)=c\,[N_d+N_iS(z)],\qquad S(z)=\int_z^\infty n(s)\,ds .$$

Since $S'=-n$, and $S$ falls from 1 to 0,

$$\int_0^\infty nS\,dz=-\int_0^\infty S'S\,dz=\tfrac12 ,\qquad \langle V'\rangle=c\left(N_d+\tfrac12N_i\right).$$

The profile's shape has dropped out. For uniform doping $N_A$ inside the layer, the depletion charge beyond $z$ is $N_d-N_Az$, so $N_d$ is replaced by $N_d-N_A\langle z\rangle$. The explicit coefficient of $N_i$ is still one-half, although $\langle z\rangle$ itself changes slightly with $N_i$.

**Q:** Then I have my universal half.

**A:** You have it for the average field. A mobility plot makes a further demand: $\mu(N_d,N_i)$ must depend on its two arguments through the single combination $N_d+\eta N_i$. If $\mu=f(N_d+\eta N_i)$, the chain rule gives

$$\eta=\frac{\partial\mu/\partial N_i}{\partial\mu/\partial N_d},$$

wherever the denominator is nonzero. Conversely, suppose this ratio is a nonzero constant. Along a line of fixed $N_d+\eta N_i$ we have $dN_i=-dN_d/\eta$, so

$$d\mu=\frac{\partial\mu}{\partial N_d}\left(1-\frac{\eta}{\eta}\right)dN_d=0,$$

and the curves collapse. If you plot with another weight $\eta_0$, the same step leaves

$$\left.\frac{d\ln\mu}{dN_d}\right|_{N_d+\eta_0N_i}=\frac{\partial\ln\mu}{\partial N_d}\left(1-\frac{\eta}{\eta_0}\right).$$

Gauss's law fixes the average field. It does not say that the scattering rate is a function of that average.

**Q:** What else could it depend on? A stronger field means stronger confinement and more scattering.

**A:** It can depend on the shape and width of the wave function. Take one occupied parabolic subband with a hard wall at $z=0$, normal mass $m$ and real envelope $\psi(z)$, so $n=\psi^2$. Keep the Hartree potential, and omit exchange, image forces and screening of the scatterers.

For acoustic phonons, let $D$ be the deformation potential, $\rho$ the mass density, $s$ the sound speed, $m_d$ the in-plane density-of-states mass, $A$ the area, $L_z$ the normalization length and $\Omega=AL_z$. If phonon energies are small compared with both the carrier energy and $k_BT$, the scattering is elastic and the phonon number is $k_BT/(sq)$. Absorption and emission then each contribute $D^2k_BT/(2\rho s^2\Omega)$ to the squared coupling. The golden rule gives

$$\frac1\tau=2\pi\frac{D^2k_BT}{\rho s^2\Omega}\sum_{\mathbf k'}\delta(E_{\mathbf k'}-E_{\mathbf k})\sum_{q_z}|I(q_z)|^2,\qquad I(q)=\int_0^\infty\psi^2e^{iqz}dz .$$

The first sum is $Am_d/(2\pi)$, without a spin factor because spin is conserved. The second is $L_z\int dq\,|I|^2/(2\pi)$, which Parseval's theorem turns into an integral over $z$:

$$\frac1\tau=\frac{m_dD^2k_BT}{\rho s^2}F,\qquad F=\int_0^\infty\psi^4dz .$$

The scattering is isotropic in the plane, so this is also the momentum-relaxation rate. It does not depend on carrier energy. With fixed conductivity mass, $\mu\propto1/F$. The phonons sense the inverse thickness of the layer.

**Q:** But the field sets the thickness. Why should the average field not set it?

**A:** A trial function shows why. Take the Fang–Howard form

$$\psi=\sqrt{b^3/2}\;z\,e^{-bz/2}.$$

Its kinetic energy is

$$T=\frac1{2m}\frac{b^3}{2}\int_0^\infty\left(1-\frac{bz}{2}\right)^2e^{-bz}dz
=\frac{b^3}{4m}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{8m}.$$

The mean distance is $\langle z\rangle=(b^3/2)(6/b^4)=3/b$, so the depletion energy is $3cN_d/b$. The inversion potential is $V_i(z)=cN_i\int_0^zS(s)\,ds$. Averaging over $z$ and exchanging the order of integration gives

$$\langle V_i\rangle=cN_i\int_0^\infty S^2ds .$$

Here $S=e^{-t}(1+t+t^2/2)$ with $t=bs$, hence

$$\int_0^\infty S^2ds=\frac1b\int_0^\infty e^{-2t}\left(1+2t+2t^2+t^3+\frac{t^4}{4}\right)dt$$

$$=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33}{16b}.$$

Each pair of carriers repels once, so the total energy per carrier contains half of $\langle V_i\rangle$:

$$\mathcal E(b)=\frac{b^2}{8m}+\frac{c}{b}\left(3N_d+\frac{33}{32}N_i\right).$$

Setting $d\mathcal E/db=0$ gives

$$\frac{b}{4m}=\frac{c}{b^2}\left(3N_d+\frac{33}{32}N_i\right)
\;\Rightarrow\;
b^3=\frac{48\pi m}{\kappa}\left(N_d+\frac{11}{32}N_i\right).$$

Finally,

$$F=\frac{b^6}{4}\int_0^\infty z^4e^{-2bz}dz=\frac{b^6}{4}\,\frac{24}{32b^5}=\frac{3b}{16}.$$

Thus, in this approximation, the phonon-limited mobility varies as $(N_d+11N_i/32)^{-1/3}$. Its collapsing weight is $11/32\approx0.344$, while the average field of the same state has weight $1/2$.

**Q:** Where did the missing part of the half go?

**A:** Multiply the stationarity condition by $b$. It becomes $2T=\langle zV'\rangle$: the width is set by the field weighted with distance from the wall. Far from the wall, little inversion charge lies deeper, so its contribution to the field is small there. The inversion weight in this average is

$$\frac{\int znS\,dz}{\langle z\rangle}=\frac{\int S^2dz}{2\langle z\rangle}<\frac12 .$$

The equality follows from $nS=-(S^2)'/2$ and integration by parts. The inequality follows because $\int S\,dz=\langle z\rangle$, while $S^2<S$ wherever $0<S<1$. It holds for any fixed trial shape whose only freedom is its width. For the Fang–Howard shape the ratio is $(33/32)/3=11/32$. This ratio is the weight of $F$ only while the shape is fixed; when the shape also responds to the two charges, as in the full solution below, the weight of $F$ differs from it.

**Q:** So one-third for silicon holes has now been derived, apart from a small difference?

**A:** No. We have used one parabolic band and a trial function. Silicon holes occupy several coupled, warped subbands, and their masses can change with confinement. One-third for them is an empirical fit. Nothing in this model distinguishes holes from electrons, and electron data on (100) silicon are usually collapsed with one-half, so the model does not explain why holes differ.

The trial function also matters. In the full Hartree problem, multiply both densities by $\lambda$ and all lengths by $\lambda^{-1/3}$. The kinetic energy scales as $\lambda^{2/3}$, and so does the potential energy, which is a density times a length. The Schrödinger equation therefore keeps its form, and $F$ scales as $\lambda^{1/3}$. Both derivatives of $F$ scale as $\lambda^{-2/3}$, so their ratio $\eta$ depends only on $N_i/N_d$.

Numerically, the full solution gives $\eta=0.287$, $0.279$ and $0.266$ at $N_i/N_d=0.02$, $1$ and $4$. These lie below both $11/32$ and one-third. They also drift, so even this single mechanism has no strictly constant weight.

**Q:** Does the difference show in a mobility, or only in derivatives?

**A:** Take round model parameters, $\kappa=12$ and $m=0.3$ electron masses, and write densities in units of $10^{-4}$ Å$^{-2}$. Compare $(N_d,N_i)=(2,2)$ with $(1,4)$. Both have

$$N_d+\tfrac12N_i=3,$$

and the Hartree solutions give the same average force, $0.00452$ eV/Å, equivalent to $0.452$ MV/cm. Your plot puts them at the same abscissa. Their form factors are $0.02809$ and $0.02631$ Å$^{-1}$, so

$$\frac{\mu(1,4)}{\mu(2,2)}=\frac{0.02809}{0.02631}\approx1.068 .$$

The second state has almost 7% higher phonon-limited mobility at the same average field.

The spread formula accounts for this. Cube-root scaling means $N_d\,\partial F/\partial N_d+N_i\,\partial F/\partial N_i=F/3$, or

$$\frac{\partial\ln F}{\partial N_d}=\frac1{3(N_d+\eta N_i)} .$$

With $\mu\propto1/F$ and $\eta_0=1/2$, lowering $N_d$ along your line raises $\ln\mu$ at the rate $(1-2\eta)/[3(N_d+\eta N_i)]$. This is $0.442/7.67=0.058$ at the first state and $0.469/6.19=0.076$ at the second. Their mean, $0.067$, is close to $\ln1.068=0.066$ for the unit change in $N_d$.

**Q:** And if I plot with one-third?

**A:** Then $(2,2)$ should be compared with $(1,5)$, since $2+2/3=1+5/3$. The mobility ratio is $0.02809/0.02739\approx1.026$. The mismatch is smaller but has not vanished, as expected when the local weight is below one-third. The average fields now differ: the second is larger by the factor $3.5/3$, at $0.00528$ eV/Å. A better mobility collapse has been obtained with a coordinate that is no longer the average field.

**Q:** Is the Fang–Howard function good enough for such small effects?

**A:** Not for their size. At $(2,2)$ its total energy, $0.1469$ eV per carrier, is 4.4% above the Hartree value of $0.1407$ eV, but its $F$ is 17% below the Hartree value. For the equal-average-field pair it gives a mobility ratio of $0.02328/0.02234\approx1.042$. It has the right direction but understates the Hartree effect.

The one-subband assumption also limits what can be claimed. The gaps to the second level are $0.094$ eV at $(2,2)$ and $0.072$ eV at $(1,4)$, against $k_BT=0.0259$ eV at 300 K. For equal in-plane masses and nondegenerate carriers, the second-to-first population ratios would be $e^{-3.63}\approx0.03$ and $e^{-2.78}\approx0.06$. Partial degeneracy at these densities raises both ratios. They are comparable with the mobility differences we are discussing. Carriers with energy above the second level can also scatter into it. This lowers the mobility more in the state with the smaller gap, so it opposes the effect; at 300 K it can cancel most of the 7% and move the phonon weight well towards one-half. The 7% and the weights near $0.28$ are therefore results of the one-subband model, not predictions for a room-temperature device.

**Q:** Is there any scattering process for which my half is right?

**A:** Bare interface roughness is one. Let the wall stand at $z=\Delta(\mathbf r)$, with $V$ held fixed. To first order, the condition that the perturbed state $\Psi$ vanish at the wall becomes

$$\Psi(\mathbf r,0)=-\Delta(\mathbf r)\,\partial_z\Psi(\mathbf r,0).$$

Let $\phi=\psi e^{i\mathbf k'\cdot\mathbf r}/\sqrt A$ be a flat-wall state of energy $E'$, and let $\Psi$ have energy $E$. Green's identity on $z>0$, with periodic in-plane boundaries, gives

$$(E-E')\langle\phi|\Psi\rangle=-\frac1{2m}\int\Psi\,\partial_z\phi^*\Big|_{z=0}d^2r
=\frac1{2m}\int\Delta\,\partial_z\Psi\,\partial_z\phi^*\Big|_{z=0}d^2r .$$

In first-order perturbation theory the left side is the scattering matrix element. Replacing $\Psi$ on the right by the flat-wall state of wavevector $\mathbf k$ gives

$$M_{\mathbf k'\mathbf k}=\frac{\psi'(0)^2}{2m}\,\frac1A\int\Delta(\mathbf r)\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}d^2r .$$

To evaluate the prefactor, multiply $-\psi''/(2m)+V\psi=\varepsilon\psi$ by $\psi'$ and integrate. The $\varepsilon$ term vanishes because $\psi$ is zero at both ends:

$$\frac{\psi'(0)^2}{4m}+\frac12\int_0^\infty V(\psi^2)'dz=0
\;\Rightarrow\;
\frac{\psi'(0)^2}{2m}=\langle V'\rangle .$$

The last step is an integration by parts. If the roughness correlation length is short compared with the in-plane carrier wavelength, the roughness spectrum is constant over the relevant wavevectors. The rate is then isotropic, independent of energy, and proportional to $\langle V'\rangle^2$. Its weight is exactly $1/2$ within this bare, hard-wall model when the depletion charge lies beyond the inversion layer. A real channel at these densities need not meet those conditions: screening by the carriers is strong, and a correlation length that is not small against the carrier wavelength makes the rate depend on carrier energy. Both bring in a further dependence on $N_i$ and move the weight away from one-half.

**Q:** Then what weight belongs to a channel with both phonons and roughness?

**A:** Both rates are independent of energy here, so they add without an averaging error. Let $r=\sum_kr_k$. Since $\partial r_k/\partial N_i=\eta_k\,\partial r_k/\partial N_d$,

$$\eta=\frac{\sum_k\eta_k\,\partial r_k/\partial N_d}{\sum_k\partial r_k/\partial N_d}.$$

Use the Fang–Howard phonon rate at $(2,2)$ and set that rate to one. Its slope in $N_d$ is $1/[3(2+11/16)]=0.124$. A roughness rate of $0.2$ has slope $0.2\times2/3=0.133$. Hence

$$\eta=\frac{0.124\times0.344+0.133\times0.5}{0.124+0.133}\approx0.425 .$$

With equal rates the result is $0.475$. Roughness counts for more than its share of the rate because it varies more steeply with density.

**Q:** So every weight must at least lie between the phonon value and one-half?

**A:** For a mixture of these two mechanisms, yes, because both slopes are positive. Other mechanisms can break the rule. Suppose a Coulomb rate rises when added doping increases $N_d$, but falls when added carriers screen the impurities. Its two derivatives have opposite signs, so its own weight is negative. Such a rate also depends on the doping itself, which body bias leaves unchanged while it changes $N_d$; then $\mu$ is not a function of $N_d$ and $N_i$ alone, and doping and body bias can give different weights. If the total mobility passes through a maximum as $N_d$ changes at fixed $N_i$, the denominator of $\eta$ vanishes. No finite local weight exists there unless the numerator vanishes at the same point, as it does for curves that collapse exactly. Changes of mass or subband occupation enter the derivatives of $\mu$ too.

**Q:** How should I then treat the hole data?

**A:** Keep one-half when you report the average normal field. For a universal plot, determine $\eta$ from mobilities measured at several values of both $N_d$ and $N_i$, and state the range over which one value works. If one-third collapses the hole curves there, it describes how their mobility responds to the two charges. It does not contradict Gauss's law, and the collapse alone does not identify the scattering mechanism. The numerical output below gives the individual states and weights.

## Numbers as computed

```
relative permittivity: 12.0
normal mass: 0.30 electron masses
thermal energy at 300 K: 0.02585 eV
inversion weight, two-peaked profile: 0.50000
Airy level, N_d=2e-4 1/A^2, N_i=0: 0.11387 eV
numerical level, same case: 0.11387 eV
form factor F/b, wavevector sum: 0.18750
form factor F/b, integral of psi^4: 0.18750
STATE N_d=2.0e-04, N_i=2.0e-04 1/angstrom^2
  average field (as force): 0.004524 eV/angstrom
  same field converted: 0.4524 MV/cm
  force from slope at wall: 0.004524 eV/angstrom
  lowest level: 0.16605 eV
  gap to second level: 0.09389 eV
  mean distance from wall: 22.679 angstrom
  Hartree total energy/carrier: 0.14067 eV
  Fang-Howard total/carrier: 0.14686 eV
  Fang-Howard b: 0.12417 1/angstrom
  Hartree F: 0.028092 1/angstrom
  Fang-Howard F: 0.023282 1/angstrom
STATE N_d=1.0e-04, N_i=4.0e-04 1/angstrom^2
  average field (as force): 0.004524 eV/angstrom
  same field converted: 0.4524 MV/cm
  force from slope at wall: 0.004524 eV/angstrom
  lowest level: 0.18355 eV
  gap to second level: 0.07185 eV
  mean distance from wall: 23.616 angstrom
  Hartree total energy/carrier: 0.13150 eV
  Fang-Howard total/carrier: 0.13525 eV
  Fang-Howard b: 0.11916 1/angstrom
  Hartree F: 0.026308 1/angstrom
  Fang-Howard F: 0.022343 1/angstrom
STATE N_d=1.0e-04, N_i=5.0e-04 1/angstrom^2
  average field (as force): 0.005278 eV/angstrom
  same field converted: 0.5278 MV/cm
  force from slope at wall: 0.005277 eV/angstrom
  lowest level: 0.20627 eV
  gap to second level: 0.07540 eV
  mean distance from wall: 22.593 angstrom
  Hartree total energy/carrier: 0.14420 eV
  Fang-Howard total/carrier: 0.14800 eV
  Fang-Howard b: 0.12465 1/angstrom
  Hartree F: 0.027390 1/angstrom
  Fang-Howard F: 0.023372 1/angstrom
Phonon mobility ratios, second state / first state:
  equal 1/2-weighted field, (1,4)/(2,2): 1.06782
  equal 1/3-weighted field, (1,5)/(2,2): 1.02565
Fang-Howard phonon weight: 0.34375
Hartree phonon weight at N_i/N_d=0.02: 0.28748
Hartree phonon weight at N_i/N_d=1.00: 0.27914
Hartree phonon weight at N_i/N_d=4.00: 0.26573
Fang-Howard mixtures at N_d=N_i=2e-4 1/angstrom^2:
  roughness/phonon rate=0.0: weight 0.34375
  roughness/phonon rate=0.2: weight 0.42470
  roughness/phonon rate=1.0: weight 0.47549
```
